# Resonance energy transfer to rapidly diffusing acceptors: rate and required diffusion length

## Question

An excited donor molecule is dissolved among acceptor molecules that can take over its energy by the Foerster mechanism. The acceptors diffuse so fast that they remain uniformly mixed around the donor while it is excited. How large is the transfer rate, how does it scale with concentration, Foerster radius and closest distance, and how far must the molecules diffuse during the donor lifetime for the answer to hold?

## Answer

### One donor and one acceptor

Let $\tau$ be the lifetime of the excited donor without acceptors. An acceptor at centre-to-centre distance $r$ takes over the energy at the Foerster rate

$$k(r)=\frac{1}{\tau}\left(\frac{R_0}{r}\right)^6 .$$

The Foerster radius $R_0$ is the distance at which transfer is as fast as all other decay together. The sixth power arises because the coupling of two point dipoles falls as $r^{-3}$ and the rate is proportional to its square. Both molecules are assumed to rotate fast compared with transfer, so that the orientation factor is replaced by its average, which is contained in $R_0$.

The centres cannot come closer than a distance $a$. Apart from this hard contact there are no forces between the molecules. Excitation is weak, so the acceptors are not used up.

### Adding the acceptors

Let $c$ be the number of acceptors per volume. With uniform mixing, a shell between $r$ and $r+dr$ contains on average $4\pi r^2c\,dr$ acceptors. Each opens a separate channel for the energy, and the rates of separate channels add. The mean transfer rate is therefore

$$k_T=c\int_a^\infty 4\pi r^2\,k(r)\,dr
=\frac{4\pi cR_0^6}{\tau}\int_a^\infty\frac{dr}{r^4}.$$

The remaining integral is

$$\int_a^\infty r^{-4}dr=\left[-\frac{1}{3r^3}\right]_a^\infty=\frac{1}{3a^3},$$

so that

$$k_T=cK_0,\qquad K_0=\frac{4\pi R_0^6}{3\tau a^3}.$$

The rate is linear in concentration. It rises as the sixth power of $R_0$ and falls as the third power of $a$. Multiplication by $\tau$ and regrouping give

$$k_T\tau=\left(\frac{4\pi}{3}R_0^3c\right)\left(\frac{R_0}{a}\right)^3 .$$

The first bracket is the mean number of acceptors in a sphere of radius $R_0$, with the small excluded core counted in. The second factor comes from the steep rise of the transfer rate towards contact, and it can be large.

The contact region dominates. If the integral stops at a radius $R$, it gives $(a^{-3}-R^{-3})/3$, which is the fraction $1-(a/R)^3$ of the whole. For $R=2a$ this is $7/8$. The diffusion requirement follows from this: mixing has to be maintained close to contact, where transfer removes the energy fastest.

### Lifetime and efficiency

As long as mixing holds, the excited donors decay on average with the constant total rate $1/\tau+cK_0$. The momentary rate of a single donor fluctuates strongly as acceptors come and go. The excited population is $S(t)=\exp[-(1/\tau+cK_0)t]$, and the shortened lifetime is

$$\tau'=\frac{1}{1/\tau+cK_0}.$$

The efficiency $E$ is the fraction of excitations that end in transfer:

$$E=\int_0^\infty cK_0\,S(t)\,dt=cK_0\tau'=\frac{cK_0\tau}{1+cK_0\tau}.$$

Since $K_0$ is proportional to $1/\tau$, the product $cK_0\tau$ does not contain $\tau$. At fixed $R_0$, $a$ and $c$, the formula predicts the same efficiency for long-lived and short-lived donors. Whether a donor reaches this value does depend on its lifetime.

### What finite diffusion changes

Take the donor at rest and let $N$ independent acceptors diffuse in a large volume $V$, with $N=cV$. If the donor also moves, $D$ below is the sum of the two diffusion coefficients. This is then an approximation, because the donor's motion shifts its distances to all acceptors together.

For given acceptor paths, the probability that the donor is still excited is $e^{-t/\tau}$ times one factor $\exp(-\int k\,dt')$ for each acceptor. Because the acceptors are independent, the average of the product is the product of the averages. Let $g(r,t)/V$ be the average of one such factor, resolved by the position $r$ of its acceptor at time $t$. It spreads by diffusion and is reduced at the rate $k(r)$:

$$\frac{\partial g}{\partial t}=D\nabla^2g-k(r)\,g .$$

Initially $g=1$ everywhere. Far away $g$ remains 1, and at $r=a$ there is no flux, so $\partial g/\partial r=0$. Integrated over the volume, the diffusion term vanishes because it merely moves weight around. The averaged factor $w$ of one acceptor therefore obeys

$$\frac{dw}{dt}=-\frac{K(t)}{V},\qquad K(t)=\int_a^\infty4\pi r^2k(r)\,g(r,t)\,dr .$$

Hence $w=1-\frac1V\int_0^tK\,dt'$. Raising this to the power $N=cV$ and letting $V$ grow gives

$$S(t)=\exp\left[-\frac t\tau-c\int_0^tK(t')\,dt'\right].$$

In this limit $w\to1$, so $cg$ is the acceptor density around donors that are still excited. Uniform mixing means $g=1$, and then $K=K_0$. If diffusion is too slow, donors with a close acceptor drop out, the survivors have depleted surroundings, and $K<K_0$.

### How large the depletion is

Consider first the steady state, in which diffusion balances reaction:

$$\frac{D}{r^2}\frac{d}{dr}\left(r^2\frac{dg}{dr}\right)=k(r)\,g .$$

Multiply by $4\pi r^2$ and integrate from $a$, where the flux vanishes, to $r$:

$$4\pi Dr^2\frac{dg}{dr}=\int_a^r4\pi s^2k(s)\,g(s)\,ds .$$

The right side is not negative, so $g$ rises outwards to its distant value 1 and never exceeds it. Replacing $g$ by 1 on the right can therefore only enlarge that side:

$$4\pi Dr^2\frac{dg}{dr}\le\frac{4\pi R_0^6}{3\tau}\left(\frac1{a^3}-\frac1{r^3}\right)=K_0\left(1-\frac{a^3}{r^3}\right).$$

Divide by $4\pi Dr^2$ and integrate from $r$ to infinity. The left side becomes $1-g(r)$, and

$$1-g(r)\le\frac{K_0}{4\pi D}\int_r^\infty\left(\frac1{s^2}-\frac{a^3}{s^5}\right)ds
=\frac{K_0}{4\pi D}\left(\frac1r-\frac{a^3}{4r^4}\right).$$

The loss of rate is the same integral as for $K$, with $1-g$ in place of $g$:

$$K_0-K=\int_a^\infty4\pi r^2k(r)\,(1-g)\,dr
\le\frac{K_0R_0^6}{D\tau}\int_a^\infty\left(\frac1{r^5}-\frac{a^3}{4r^8}\right)dr .$$

The two terms integrate to $1/(4a^4)$ and $1/(28a^4)$, and their difference is $6/(28a^4)=3/(14a^4)$. Therefore

$$1-\frac{K}{K_0}\le\frac{3}{14}\,x,\qquad x=\frac{R_0^6}{D\tau a^4}.$$

For small $x$ the bound becomes the leading-order value, because the replacement of $g$ by 1 then causes an error of order $x^2$ only. At contact, the bound on $1-g$ is $\frac34K_0/(4\pi Da)$. Since $K_0/(4\pi Da)=x/3$, this equals $x/4$.

The steady state is the worst case. The difference between $g(r,t)$ and the steady profile obeys the same diffusion equation with loss. It starts non-negative, and neither spreading nor proportional loss can make it negative. Likewise $1-g$ starts at zero and has the positive source $k$, so it does not become negative either. It follows that

$$K_{\rm steady}\le K(t)\le K_0$$

at all times, and the bound on the shortfall covers the whole decay.

### The required diffusion length

Define the diffusion length by $L=\sqrt{D\tau}$; the root-mean-square displacement in three dimensions during $\tau$ is $\sqrt6\,L$. Then

$$x=\left(\frac{L^*}{L}\right)^2,\qquad L^*=\frac{R_0^3}{a^2}.$$

The condition $L\gg L^*$ is always sufficient for the rapid-diffusion limit, and it is needed when $R_0$ is well above $a$ and the solution is dilute. If instead $a$ exceeds $R_0$, even transfer at contact is slower than the donor's own decay and little depletion can form: with no diffusion at all, the mean rate in dilute solution falls short by only about $(R_0/a)^6/3$, or 0.5 % at $a=2R_0$. For a tolerated fractional shortfall $\varepsilon$ of the rate, it is sufficient that

$$L\ge L^*\sqrt{\frac{3}{14\,\varepsilon}}.$$

Two readings of $x$ show its meaning. First, a molecule diffuses over the distance $a$ in a time of order $a^2/D$, while transfer at contact takes $1/k(a)=\tau(a/R_0)^6$. The ratio of these times is

$$\frac{a^2}{D}\,k(a)=\frac{a^2}{D}\,\frac{R_0^6}{\tau a^6}=x .$$

Acceptors near contact must be exchanged faster than they react. Secondly, a sphere of radius $a$ that absorbs every arriving molecule has the steady profile $1-a/r$ and collects at the rate constant $4\pi Da$. Since $K_0/(4\pi Da)=x/3$, the demand $K_0$ must remain small compared with this diffusive supply.

The lifetime in $L$ is the natural one, $\tau$, even when transfer shortens the decay to $\tau'$. It enters through the strength of $k(r)$. A shorter decay does not make the condition stricter: it only gives more weight to early times, when $K(t)$ is still above its steady value.

Numerical solution of the steady diffusion equation gives:

| $L/L^*$ | $K/K_0$ | lower bound $1-3x/14$ |
|---|---|---|
| 0.5 | 0.546 | 0.143 |
| 1 | 0.825 | 0.786 |
| 2 | 0.949 | 0.946 |
| 5 | 0.992 | 0.991 |

At $L=L^*$ the rate is already within 18 % of the limit. The bound is close from about $L=2L^*$ upwards and very cautious below $L^*$.

### Why the acceptor spacing is not the criterion

One might expect the condition to be that a molecule diffuses over many mean spacings $c^{-1/3}$. But the equation for $g$ does not contain $c$, so at any given time $K(t)/K_0$ is the same at every concentration. Adding acceptors reduces the spacing but leaves the steady value of $K$ unchanged, so the spacing condition is not sufficient. More acceptors do shorten the decay, and the average of $K(t)$ over the excited time then moves towards $K_0$. The reason is that depletion has less time to form, not that mixing has improved.

It is not necessary either, as long as the quantity sought is the average over many donors. In a very dilute solution most donors meet no acceptor and a few meet one. The average rate is still $cK_0$, provided that $L\gg L^*$. What is lost is that each single donor samples the same surroundings.

### Numbers for two lifetimes

Take the round model parameters $R_0=5$ nm, $a=1$ nm, $D=1000$ nm²/µs and an acceptor concentration of 0.1 mmol/L, which is $c=6.022\times10^{-5}$ nm⁻³. The mean spacing is 25.5 nm. The critical length is

$$L^*=\frac{5^3}{1^2}\ \text{nm}=125\ \text{nm},$$

about five spacings and 25 Foerster radii.

The sphere of radius $R_0$ contains on average $\frac{4\pi}{3}\times125\times6.022\times10^{-5}=0.0315$ acceptors. Multiplication by $(R_0/a)^3=125$ gives $cK_0\tau=3.94$. The predicted efficiency is $3.94/4.94=0.798$, although only about one donor in thirty has an acceptor within $R_0$ at a given moment.

**A long-lived donor, $\tau=2000$ µs.** The rate constant is

$$K_0=\frac{4\pi\times15625}{3\times2000\times1}\ \frac{\text{nm}^3}{\text{µs}}=32.7\ \frac{\text{nm}^3}{\text{µs}},$$

or $1.97\times10^7$ L/(mol s). Multiplication by $c$ gives a transfer rate of 0.00197 µs⁻¹, and the lifetime falls from 2000 to 405 µs. The diffusion length is $L=\sqrt{1000\times2000}$ nm $=1414$ nm, or $11.3\,L^*$. Hence $x=0.0078$, and the rate falls short by at most $3x/14=0.17$ %. The time-dependent diffusion equation gives an efficiency of 0.7974, against 0.7976 from the formula.

**A short-lived donor, $\tau=1$ µs.** The formula again promises 0.798. Now $L=31.6$ nm, only $0.25\,L^*$, and $x=15.6$. The rate constant $K_0$ would have to be 5.2 times the supply $4\pi Da$. The steady solution gives $K/K_0=0.25$, and the efficiency from the time-dependent equation is 0.51. With the steady $K$ throughout, $cK\tau=0.25\times3.94=0.98$ and the efficiency would be 0.50. The true value lies slightly higher because $K(t)$ starts at $K_0$ and exceeds its steady value during the early decay.

The root-mean-square relative displacement during this lifetime is 77.5 nm, three mean spacings, and yet the steady rate constant is only a quarter of $K_0$. The opposite case is a single acceptor in a sphere of radius 8000 nm around a donor with $\tau=2000$ µs. The spacing is then about 12,900 nm and the displacement 3460 nm, but the calculated probability of transfer within the time $\tau$, with the donor's other decay left out, is 0.998 of the value $K_0\tau/V$, where $V$ is the volume of the sphere.

For a shortfall of at most 10 %, the bound asks for $L=1.46\,L^*=183$ nm, which at this $D$ means $\tau=33.5$ µs. The numerical solution reaches 10 % slightly earlier, at $1.39\,L^*$. For 1 % the bound asks for 579 nm and 335 µs. With these parameters, the limit belongs to donors that live for tens of microseconds or longer. The numerical output below lists these values.

### The opposite limit: slow diffusion

When $x\gg1$, transfer usually happens before an approaching acceptor reaches contact, and $a$ loses its influence. The remaining quantities are $D$ and $R_0^6/\tau$, from which a single length can be formed:

$$r_d=\left(\frac{R_0^6}{D\tau}\right)^{1/4}=a\,x^{1/4}.$$

At this distance, transfer takes as long as diffusion over $r_d$. On dimensional grounds the steady rate constant is a pure number times $4\pi Dr_d$, so it scales as

$$K\propto D^{3/4}R_0^{3/2}\tau^{-1/4}.$$

The steep dependence on $R_0$ and $a$ has gone, and diffusion now controls the rate. For the short-lived donor $r_d=2.0$ nm. Setting the pure number to 1 gives $K/K_0=3x^{-3/4}=0.38$, against the solved value 0.25. Solving the steady equation at large $x$ fixes the number at $\Gamma(3/4)/[2\Gamma(5/4)]=0.676$, a value reached to three digits by $x=100$. With it the law gives $0.676\times0.382=0.258$, about 3 % above the solved value; the remainder is the residual influence of $a$ at $x=15.6$.

The steady state must also have time to form, which requires $r_d\ll L$. Since $r_d^4=R_0^6/L^2$, this means $L\gg R_0$. The slow-diffusion law therefore belongs to the range $R_0\ll L\ll L^*$, which exists only for $R_0\gg a$ because $L^*/R_0=(R_0/a)^2$, and it holds there provided that transfer does not end the decay before the steady state forms. For $L$ far below $R_0$ the acceptors hardly move during the lifetime, and the decay approaches that of a rigid solution.

### Reading a distance from a rate

In the rapid-diffusion limit, a measured $k_T$ yields the closest distance:

$$a=\left(\frac{4\pi cR_0^6}{3\tau k_T}\right)^{1/3}.$$

The cube root is favourable: if incomplete mixing lowers $k_T$ by 10 %, the inferred $a$ is too large by the factor $0.9^{-1/3}=1.036$. An error in $R_0$ is less harmless, because $a\propto R_0^2$ and the relative error doubles.

Conversely, a predicted rate is sensitive to $a$. With $a=0.8$ nm instead of 1 nm, $K_0$ grows by the factor 1.95 and $L^*$ rises to 195 nm. With $a=1.2$ nm, $K_0$ falls to 0.58 of its value and $L^*$ to 87 nm. A closer approach gives faster transfer and makes the limit harder to reach.

### Where the estimate fails

The weak point is the contact region, which supplies most of the rate. With $a=1$ nm, seven eighths come from distances below 2 nm, where the molecules may be as large as their separation and the point-dipole law is doubtful. Exchange transfer, which needs overlapping electron clouds, can add to the rate there. The quantity $a$ is then better regarded as an effective distance.

Forces between the molecules also matter. If donor and acceptor carry charges, the equilibrium density near contact is not uniform, and the shell integral must be weighted with the actual density. Attraction raises the rate and repulsion lowers it.

Fast rotation was assumed as well, but in the rapid-diffusion limit the mean rate does not depend on it. Diffusion then keeps supplying acceptors from all directions and with all orientations, which averages the orientation factor even if the molecules do not rotate. When mixing is incomplete, rotation matters. At contact, transfer takes $\tau(a/R_0)^6=\tau/15625$, which is 0.128 µs for the long-lived donor but only 64 ps for the short-lived one. In the second case the orientations may not average out before transfer, so even the solved efficiency of 0.51 holds only within the model.

Finally, light emitted by the donor and absorbed elsewhere in the sample is not included in $k_T$. It depends on the size of the sample and has to be accounted for separately.

## Values computed for the example and the checks

```
Foerster radius R0 = 5.0 nm, closest distance a = 1.0 nm
relative diffusion coefficient D = 1000 nm^2/us
acceptor concentration = 0.1 mmol/L = 6.022e-05 nm^-3
mean acceptor spacing c^(-1/3) = 25.5 nm
critical length Lstar = R0^3/a^2 = 125.0 nm
fraction of the rate from r < 2a = 0.8750
random acceptors: sampled/formula rate = 1.0023
small-x slope of 1-K/K0 = 0.2138 (3/14 = 0.2143)
small-x slope of 1-g(a) = 0.2494 (1/4 = 0.2500)
steady state: L/Lstar, K/K0, lower bound 1-3x/14
    0.5  0.5464  0.1429
    1.0  0.8247  0.7857
    2.0  0.9493  0.9464
    5.0  0.9915  0.9914
   10.0  0.9979  0.9979
shortfall 10 %: L/Lstar solved = 1.386, from bound = 1.464
  from bound: L = 183 nm, tau = 33.5 us
shortfall 1 %: L/Lstar solved = 4.605, from bound = 4.629
  from bound: L = 579 nm, tau = 334.8 us
long-lived donor: tau = 2000 us, L = 1414.2 nm, rms displacement = 3464.1 nm
  x = 0.007812, L/Lstar = 11.314, K0/(4 pi D a) = 0.002604
  K0 = 32.72 nm^3/us = 1.971e+07 L/(mol s)
  c*K0 = 0.001971 us^-1, c*K0*tau = 3.941
  lifetime with acceptors, formula = 404.7 us
  steady K/K0 = 0.9983
  efficiency: formula = 0.7976, solved = 0.7974
short-lived donor: tau = 1 us, L = 31.6 nm, rms displacement = 77.5 nm
  x = 15.62, L/Lstar = 0.253, K0/(4 pi D a) = 5.208
  K0 = 6.545e+04 nm^3/us = 3.941e+10 L/(mol s)
  c*K0 = 3.941 us^-1, c*K0*tau = 3.941
  lifetime with acceptors, formula = 0.2024 us
  steady K/K0 = 0.2498
  efficiency: formula = 0.7976, solved = 0.5102
short-lived donor: rms displacement/spacing = 3.04
one acceptor in a sphere of radius 8000 nm: spacing = 12896 nm
  rms displacement = 3464 nm, solved/formula transfer = 0.9983
a = 0.8 nm: K0 changes by factor 1.953, Lstar = 195.3 nm
a = 1.2 nm: K0 changes by factor 0.579, Lstar = 86.8 nm
```
